# Transmission through a Two-Dimensional Scattering Slab: Simulation and a Simple Law: a program that tests the result

```python
"""Transmission of thermally injected particles through a 2D scattering slab.

Result under test: for isotropic elastic scattering with mean free path
Lambda, the transmitted fraction T of a slab of length L satisfies
    lam/(L + 2 Lambda) <= T <= lam/(L + lam),   lam = pi Lambda/2,
and the upper bound is accurate to a few percent at every length.
Exactly, T = lam/(L + 2 a Lambda), a = mean exit cosine of transmitted flux.
Symbols: ell = L/Lambda; kT thermal energy; v_T one-way thermal speed;
tau scattering time; u = potential drop/kT. Simulated speeds are in units of
sqrt(kT/m), simulated lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_toeplitz
from scipy.special import expit, gamma, gammaincc, roots_genlaguerre

rng = np.random.default_rng(20241)
pi = np.pi


def simulate(length, time_of_speed, count, accel=0.0):
    """Return T, mean exit cosine of transmitted, mean exit cosine of all."""
    vx = rng.rayleigh(size=count)
    vy = rng.normal(size=count)
    tau = time_of_speed(np.hypot(vx, vy))
    x = np.zeros(count)
    passed, cos_passed, cos_all = 0, 0.0, 0.0
    with np.errstate(divide="ignore", invalid="ignore"):
        while x.size:
            t = rng.exponential(size=x.size) * tau
            ahead = length - x
            t_right = 2 * ahead / (np.sqrt(vx**2 + 2 * accel * ahead) + vx)
            disc = vx**2 - 2 * accel * x
            t_left = np.where((vx < 0) & (disc >= 0),
                              2 * x / (np.sqrt(np.maximum(disc, 0)) - vx),
                              np.inf)
            left = t_left <= t
            right = ~left & (t_right <= t)
            gone = left | right
            cosine = np.abs(vx) / np.hypot(vx, vy)
            passed += np.count_nonzero(right)
            cos_passed += cosine[right].sum()
            cos_all += cosine[gone].sum()
            keep = ~gone
            x, vx, vy, t, tau = x[keep], vx[keep], vy[keep], t[keep], tau[keep]
            x = x + vx * t + 0.5 * accel * t**2
            speed = np.hypot(vx + accel * t, vy)
            angle = rng.uniform(0, 2 * pi, x.size)
            vx, vy = speed * np.cos(angle), speed * np.sin(angle)
    return passed / count, cos_passed / max(passed, 1), cos_all / count


# Ki2(x) = integral over u>0 of exp(-x cosh u)/cosh(u)^2, trapezoid rule
u_nodes = np.arange(0, 20.05, 0.1)
cosh_u = np.cosh(u_nodes)
u_weights = 0.1 / cosh_u**2
u_weights[0] *= 0.5


def ki2(x):
    return np.exp(-np.outer(x, cosh_u)) @ u_weights


def slab_cells(ell, cells):
    """Collision-density integral equation with cell-averaged kernel."""
    h = ell / cells
    k2 = ki2(h * np.arange(cells + 1))
    first = k2[:-1] - k2[1:]
    column = np.empty(cells)
    column[0] = 2 * (1 - k2[1]) / (pi * h)
    column[1:] = -(k2[2:] - 2 * k2[1:-1] + k2[:-2]) / (pi * h)
    collisions = solve_toeplitz(column, first)
    return k2[-1] + collisions @ first[::-1] / (pi * h)


def slab(ell, cells=400):
    coarse, fine = slab_cells(ell, cells), slab_cells(ell, 2 * cells)
    return (4 * fine - coarse) / 3


def law(length, lam):
    return lam / (lam + length)


# ---- example parameters: rough values for a silicon inversion layer
mass_ratio, heavy_ratio, temperature, mobility = 0.19, 0.92, 300.0, 250.0
mass = mass_ratio * const.m_e
kT = const.k * temperature
kT_eV = kT / const.e
v_T = np.sqrt(2 * kT / (pi * mass))
lam = 2 * kT_eV * mobility * 1e-4 / v_T * 1e9          # nm
free_path = 2 * lam / pi                                # nm
v_T_scaled = np.sqrt(2 / pi)
tau_scaled = lam * v_T_scaled / 2
print("INPUT (rough silicon inversion-layer values)")
print(f"mass {mass_ratio} m_e; temperature {temperature:.0f} K")
print(f"mobility {mobility:.0f} cm2/Vs; kT {kT_eV:.5f} eV")
print(f"one-way thermal speed v_T {v_T*100:.3e} cm/s")
print(f"lambda {lam:.3f} nm = {lam*10:.2f} angstrom")
print(f"mean free path Lambda {free_path:.3f} nm")

# ---- diffusion coefficient from a free random walk (speed 1, path 1)
walkers, steps = 100000, 40
position = np.zeros(walkers)
for _ in range(steps):
    position += rng.exponential(size=walkers) * np.cos(
        rng.uniform(0, 2 * pi, walkers))
D_walk = np.mean(position**2) / (2 * steps)
assert abs(D_walk / 0.5 - 1) < 0.025
print(f"random-walk D/(v Lambda) {D_walk:.4f} (no unit)")

# ---- simulation, integral equation and simple law
count = 200000
lengths = [1.0, 3.0, 10.0, 30.0, 100.0, 200.0]
energy, weight = roots_genlaguerre(30, 0.5)
weight = weight / weight.sum()
rows = []
for L in lengths:
    ell = L / free_path
    T_mc, a_mc, a_all = simulate(L, lambda v: free_path / v, count)
    T_int = slab(ell)
    sigma = np.sqrt(T_int * (1 - T_int) / count)
    a_int = (pi / 2 / T_int - ell) / 2
    assert abs(T_mc - T_int) < 4.5 * sigma
    assert abs(a_mc - a_int) < 4.5 * 0.25 / np.sqrt(count * T_int) + 1e-3
    assert abs(a_all - pi / 4) < 4.5 * 0.25 / np.sqrt(count)
    assert abs(law(L, lam) / T_mc - 1) < 0.05 + 4.5 * sigma / T_int
    T_tau = sum(w * slab(L / (tau_scaled * np.sqrt(2 * e)), 250)
                for e, w in zip(energy, weight))
    assert T_tau < law(L, lam)
    rows.append((L, ell, T_mc, sigma, T_int, law(L, lam), a_mc, a_int, T_tau))
print("TRANSMISSION, constant free path (T has no unit)")
print("L/nm  L/Lambda  T_simul  std_err  T_integral  T_law")
for r in rows:
    print(f"{r[0]:4.0f} {r[1]:8.3f} {r[2]:9.5f} {r[3]:8.5f}"
          f" {r[4]:9.5f} {r[5]:9.5f}")
print("L/nm  law_error/%  exit_cos_simul  exit_cos_integral")
for r in rows:
    print(f"{r[0]:4.0f} {100*(r[5]/r[4]-1):9.2f} {r[6]:12.4f} {r[7]:12.4f}")

# ---- bounds, largest error, and both limits
scan = np.geomspace(0.003, 60, 70)
T_scan = np.array([slab(ell) for ell in scan])
T_law = (pi / 2) / (pi / 2 + scan)
assert np.all(T_scan < T_law)
assert np.all(T_scan > (pi / 2) / (scan + 2))
error = T_law / T_scan - 1
worst = int(np.argmax(error))
assert error[worst] < 0.05
slope = (1 - slab(1e-3)) / 1e-3
assert abs(slope / (pi / 4) - 1) < 0.01
assert abs(T_scan[-1] * scan[-1] / (pi / 2) - 1) < 0.04
print(f"scan L/Lambda from {scan[0]:.3f} to {scan[-1]:.0f} (no unit)")
print(f"largest law error {100*error[worst]:.2f} %"
      f" at L/Lambda {scan[worst]:.2f}")
print(f"short-slab reflection slope {slope:.4f}; law {2/pi:.4f} (no unit)")
a_long = (pi / 2 / T_scan[-1] - scan[-1]) / 2
print(f"exit cosine at longest slab {a_long:.4f}; pi/4 {pi/4:.4f}")

# ---- free path proportional to speed (constant scattering time)
T_tau_mc = simulate(10.0, lambda v: tau_scaled + 0 * v, count)[0]
T_tau_int = rows[2][8]
assert abs(T_tau_mc - T_tau_int) < 4.5 * np.sqrt(
    T_tau_int * (1 - T_tau_int) / count) + 5e-4
print("CONSTANT SCATTERING TIME, same mobility")
print("L/nm  T_average  law_error/%")
for r in rows:
    print(f"{r[0]:4.0f} {r[8]:10.5f} {100*(r[5]/r[8]-1):9.2f}")
print(f"simulated T at 10 nm {T_tau_mc:.5f} (no unit)")

# ---- drain field: test against elastic diffusion at fixed total energy
u_test, L_test = 2.0, 200.0


def biased_flux(e):
    bulk = L_test * np.log1p(u_test / e) / (u_test * tau_scaled)
    ends = 0.5 * pi * (1 / np.sqrt(2 * e) + 1 / np.sqrt(2 * (e + u_test)))
    return np.exp(-e) / (bulk + ends)


T_biased = quad(biased_flux, 0, 40)[0] / (v_T_scaled / 2)
T_biased_mc = simulate(L_test, lambda v: tau_scaled + 0 * v, 100000,
                       u_test / L_test)[0]
assert abs(T_biased_mc / T_biased - 1) < 0.07   # joined law plus noise
print("NEGLECTED EFFECTS")
print(f"200 nm, drop 2 kT: simulated T {T_biased_mc:.4f},"
      f" diffusion {T_biased:.4f}")
previous = rows[3][8]
for drop in (0.05, 0.5):
    T_field = simulate(30.0, lambda v: tau_scaled + 0 * v, 100000,
                       drop / kT_eV / 30.0)[0]
    assert T_field > previous
    previous = T_field
    print(f"30 nm, drop {drop:.2f} V: T {T_field:.4f} (no unit)")


# ---- degeneracy, two valleys and two spins
def fermi_half(eta):
    """Normalized Fermi integral of order -1/2 (substitution x=y^2)."""
    return quad(lambda y: 2 * expit(eta - y * y), 0, 12)[0] / gamma(0.5)


sheet_density = 1e13
band_density = 2 * mass * kT / (pi * const.hbar**2) * 1e-4
eta = np.log(np.expm1(sheet_density / band_density))
F0 = np.log1p(np.exp(eta))
factor = F0 / fermi_half(eta)
# conductivity from its definition with unit free path must return pi/2
sigma_unit = quad(lambda y: 2 * y * np.sqrt(2) * y / 2
                  * expit(eta - y * y) * expit(y * y - eta), 0, 12)[0]
assert abs(2 * sigma_unit / F0 / v_T_scaled * factor - pi / 2) < 1e-6
print(f"density {sheet_density:.0e} cm^-2: Fermi level {eta*kT_eV:.4f} eV")
print(f"degenerate lambda {lam*factor:.2f} nm;"
      f" T at 30 nm {law(30.0, lam*factor):.4f}")

# ---- tunnelling below a square barrier relative to thermal flow over it
barrier = 0.3


def tunnel_ratio(length_nm):
    def integrand(e):
        kappa = np.sqrt(2 * mass * e * const.e) / const.hbar
        return np.exp(e / kT_eV - 2 * kappa * length_nm * 1e-9) / kT_eV
    return quad(integrand, 0, barrier, limit=200)[0]


ratios = [tunnel_ratio(L) for L in (3.0, 10.0, 30.0)]
assert ratios[0] > ratios[1] > ratios[2]
print(f"tunnel/thermal flow, barrier {barrier} eV (no unit):")
print(f"  3 nm {ratios[0]:.2e}; 10 nm {ratios[1]:.2e};"
      f" 30 nm {ratios[2]:.2e}")

# ---- classical picture, mass, phonons, temperature of use
wavelength = const.h / np.sqrt(2 * pi * mass * kT) * 1e9
drift_time = mobility * 1e-4 * mass / const.e
print(f"thermal wavelength {wavelength:.2f} nm")
print(f"scattering time {drift_time*1e15:.2f} fs;"
      f" hbar/time {const.hbar/drift_time/const.e:.4f} eV")
lam_heavy = lam * np.sqrt(mass_ratio / heavy_ratio)
print(f"heavy-axis mass {heavy_ratio} m_e: lambda {lam_heavy:.2f} nm")
phonon = 0.06
print(f"flux above {phonon} eV phonon energy"
      f" {100*gammaincc(1.5, phonon/kT_eV):.1f} %")
hot = 360.0
lam_hot = lam * (hot / temperature) ** (0.5 - 1.5)
print(f"lambda at {hot:.0f} K, mobility as T^-1.5: {lam_hot:.2f} nm")
print("done: every assertion held")
```

It prints:

```
INPUT (rough silicon inversion-layer values)
mass 0.19 m_e; temperature 300 K
mobility 250 cm2/Vs; kT 0.02585 eV
one-way thermal speed v_T 1.234e+07 cm/s
lambda 10.472 nm = 104.72 angstrom
mean free path Lambda 6.667 nm
random-walk D/(v Lambda) 0.5000 (no unit)
TRANSMISSION, constant free path (T has no unit)
L/nm  L/Lambda  T_simul  std_err  T_integral  T_law
   1    0.150   0.90100  0.00067   0.90122   0.91283
   3    0.450   0.76043  0.00095   0.76128   0.77732
  10    1.500   0.50206  0.00112   0.50146   0.51154
  30    4.500   0.25614  0.00098   0.25598   0.25875
 100   14.999   0.09473  0.00065   0.09442   0.09480
 200   29.999   0.04870  0.00049   0.04965   0.04976
L/nm  law_error/%  exit_cos_simul  exit_cos_integral
   1      1.29       0.7968       0.7965
   3      2.11       0.8068       0.8067
  10      2.01       0.8169       0.8162
  30      1.08       0.8185       0.8183
 100      0.40       0.8169       0.8183
 200      0.21       0.8177       0.8183
scan L/Lambda from 0.003 to 60 (no unit)
largest law error 2.25 % at L/Lambda 0.81
short-slab reflection slope 0.7833; law 0.6366 (no unit)
exit cosine at longest slab 0.8180; pi/4 0.7854
CONSTANT SCATTERING TIME, same mobility
L/nm  T_average  law_error/%
   1    0.88420      3.24
   3    0.73471      5.80
  10    0.47900      6.79
  30    0.24729      4.63
 100    0.09296      1.97
 200    0.04923      1.07
simulated T at 10 nm 0.48016 (no unit)
NEGLECTED EFFECTS
200 nm, drop 2 kT: simulated T 0.0845, diffusion 0.0854
30 nm, drop 0.05 V: T 0.3958 (no unit)
30 nm, drop 0.50 V: T 0.7346 (no unit)
density 1e+13 cm^-2: Fermi level 0.0606 eV
degenerate lambda 15.90 nm; T at 30 nm 0.3464
tunnel/thermal flow, barrier 0.3 eV (no unit):
  3 nm 1.09e+02; 10 nm 4.46e-02; 30 nm 4.37e-03
thermal wavelength 9.87 nm
scattering time 27.01 fs; hbar/time 0.0244 eV
heavy-axis mass 0.92 m_e: lambda 4.76 nm
flux above 0.06 eV phonon energy 20.0 %
lambda at 360 K, mobility as T^-1.5: 8.73 nm
done: every assertion held
```
